\section*{Logarithmic Spacing of Frenkel–Kontorova Misfit Solitons near Threshold}

\section{Result}

A row of film atoms joined by springs of stiffness $K$ lies on a rigid periodic potential of period $a$ and crest-to-trough height $W$. The natural atomic spacing is $a+\delta$, with $\delta>0$. At zero temperature, with free ends and in the continuum limit, the row is commensurate for $\delta<\delta_c$ and carries a lattice of misfit solitons for $\delta>\delta_c$, where
\begin{equation}
\delta_c=\frac{2}{\pi}\sqrt{\frac{2W}{K}},\qquad
l_0=\frac{a}{\pi}\sqrt{\frac{K}{2W}} .
\label{scales}
\end{equation}
The soliton width $l_0$ is counted in atoms. Let $N$ be the number of film atoms per soliton and $t=\delta/\delta_c-1$ the relative excess misfit. As $t\to0^+$,
\begin{equation}
t=4\left(1+\frac{N}{l_0}\right)e^{-N/l_0}.
\label{law}
\end{equation}
The spacing therefore grows as $l_0\ln(1/t)$, with a slower $\ln\ln(1/t)$ correction. The law rests on a purely exponential repulsion. Thermal wandering of lines, or a thick elastic crystal underneath, adds a $1/L^2$ repulsion, which replaces the logarithm by a power law close enough to threshold.

\section{Model and continuum limit}

Write the atomic positions as $x_n=na+u_n$. A bond has length $a+u_{n+1}-u_n$, so
\begin{equation}
E=\sum_n\left[\frac K2(u_{n+1}-u_n-\delta)^2+\frac W2\left(1-\cos\frac{2\pi u_n}{a}\right)\right].
\end{equation}
If $l_0\gg1$, $u$ varies slowly from atom to atom. Then $u_{n+1}-u_n\to u'=du/dn$ and the sum becomes an integral. With $V(u)=W\sin^2(\pi u/a)$, expanding the square gives
\begin{equation}
E=\int dn\left[\frac K2u'^2+V(u)\right]-K\delta\int u'\,dn+\int\frac{K\delta^2}{2}\,dn .
\end{equation}
The last term is the energy of the commensurate state $u=0$ and is subtracted from here on. The middle term depends on the end values of $u$ alone. A soliton raises $u$ by $a$, from one trough to the next, and so gains $K\delta a$.

\section{One soliton and the threshold}

Stationarity requires $Ku''=dV/du$. Multiplying by $u'$ and integrating,
\begin{equation}
\frac K2u'^2=V(u)+\varepsilon ,
\label{first}
\end{equation}
with $\varepsilon$ constant along the row. An isolated soliton has $u'\to0$ in the troughs, so $\varepsilon=0$. With $\theta=\pi u/a$, (\ref{first}) becomes $\theta'=\sin\theta/l_0$. Its integral is $\ln\tan(\theta/2)=n/l_0$, or
\begin{equation}
u=\frac{2a}{\pi}\arctan e^{n/l_0}.
\end{equation}
For $\varepsilon=0$ the energy density $Ku'^2/2+V$ equals $Ku'^2$, hence
\begin{equation}
E_s=\int_0^aKu'\,du=\sqrt{2KW}\int_0^a\sin\frac{\pi u}{a}\,du
=\frac{2a}{\pi}\sqrt{2KW}=4Wl_0 .
\end{equation}
A soliton pays for itself when $K\delta a=E_s$. This gives $\delta_c=E_s/(Ka)$, the value in (\ref{scales}).

Discreteness changes $E_s$ slightly. About the bond centre, $u_{n+1}-u_n=u'+u'''/24+\dots$, so its square is $u'^2+u'u'''/12$. After integration by parts the energy changes by $-(K/24)\int u''^2dn$. The change of shape does not enter at this order, because the energy is stationary. With $u'=(a/\pi l_0)\,\mathrm{sech}(n/l_0)$ one has $\int u''^2dn=\int u'^2dn/(3l_0^2)$. Since $E_s=K\int u'^2dn$, the relative reduction is $1/(72l_0^2)$.

\section{The soliton lattice}

For $\varepsilon>0$, $u$ rises steadily. Because $\varepsilon$ is the same everywhere, the solitons are equally spaced. The spacing and the energy per soliton, without the misfit gain, are
\begin{align}
N&=\int_0^a\frac{du}{u'}=\int_0^a\sqrt{\frac{K}{2(V+\varepsilon)}}\,du,\\
G&=\int_0^N\left(Ku'^2-\varepsilon\right)dn=A-\varepsilon N,\qquad
A=\int_0^a\sqrt{2K(V+\varepsilon)}\,du .
\end{align}
Differentiating $A$ under the integral gives $dA/d\varepsilon=N$. Therefore $dG=N\,d\varepsilon-\varepsilon\,dN-N\,d\varepsilon$, and
\begin{equation}
\frac{dG}{dN}=-\varepsilon .
\label{force}
\end{equation}
The constant $\varepsilon$ is the force with which the solitons push each other apart.

These integrals are complete elliptic integrals. Put $\varepsilon=W(1-k^2)/k^2$. Then $\theta'=\sqrt{1-k^2\cos^2\theta}/(kl_0)$, and integration over $0<\theta<\pi$ gives
\begin{equation}
N=2l_0k\,\mathsf K(k),\qquad A=E_s\frac{\mathsf E(k)}{k},
\label{elliptic}
\end{equation}
where $\mathsf K=\int_0^{\pi/2}(1-k^2\sin^2\theta)^{-1/2}d\theta$ and $\mathsf E=\int_0^{\pi/2}(1-k^2\sin^2\theta)^{1/2}d\theta$. The prefactor of $A$ follows from $Ka^2/(\pi^2l_0)=2Wl_0=E_s/2$.

\section{Exponential repulsion}

Distant solitons have small $r=\varepsilon/W$. By symmetry about $\theta=\pi/2$,
\begin{equation}
\frac{N}{2l_0}=\int_0^{\pi/2}\frac{d\theta}{\sqrt{\sin^2\theta+r}} .
\end{equation}
Split the range at $\eta$ with $\sqrt r\ll\eta\ll1$. Below $\eta$, $\sin\theta\approx\theta$ and the integral is $\mathrm{arcsinh}(\eta/\sqrt r)\approx\ln(2\eta/\sqrt r)$. Above $\eta$, $r$ can be dropped, which leaves $-\ln\tan(\eta/2)\approx\ln(2/\eta)$. In the sum $\eta$ cancels:
\begin{equation}
N\approx2l_0\ln\frac{4}{\sqrt r}\quad\Longrightarrow\quad
\varepsilon\approx16W e^{-N/l_0}=\frac{4E_s}{l_0}e^{-N/l_0}.
\end{equation}
Integrating (\ref{force}) inward from infinite spacing, where $G=E_s$,
\begin{equation}
G-E_s=\int_N^\infty\varepsilon\,dN'\approx4E_s\,e^{-N/l_0}.
\label{rep}
\end{equation}
The positive sign means repulsion. The decay length is the soliton width, because the tail of one soliton is the only thing that the next one feels in this model.

\section{Equilibrium spacing}

The number of film atoms is fixed and the ends are free, so the quantity to minimise is the energy per atom, $g(N)=(G-K\delta a)/N$. By (\ref{force}),
\begin{equation}
\frac{dg}{dN}=\frac{K\delta a-G+N\,dG/dN}{N^2}=\frac{K\delta a-A}{N^2}.
\end{equation}
Now $A$ falls steadily from infinity at $N\to0$ to $E_s$ at $N\to\infty$. There are two cases.

If $K\delta a<E_s$, then $dg/dN<0$ for every $N$. The solitons move apart without limit, and the row is commensurate.

If $K\delta a>E_s$, then $dg/dN$ changes sign once, from negative for large $A$ to positive. This is the minimum, at
\begin{equation}
\frac{\delta}{\delta_c}=\frac{A}{E_s}=\frac{\mathsf E(k)}{k}.
\label{exact}
\end{equation}
With (\ref{elliptic}), this gives the spacing at any misfit within the continuum model. Near threshold, $A=G+\varepsilon N$ and (\ref{rep}) give
\begin{equation}
t=\frac{G-E_s+\varepsilon N}{E_s}=4e^{-N/l_0}+4\frac{N}{l_0}e^{-N/l_0},
\end{equation}
which is (\ref{law}). The second term, from the force, is the larger by $N/l_0$.

To invert, set $y=N/l_0$ and $z=-(1+y)$. Then $ze^z=-t/(4e)$. Since $z<-1$, the lower Lambert branch applies:
\begin{equation}
\frac{N}{l_0}=-1-W_{-1}\!\left(-\frac{t}{4e}\right)
=\ln\frac4t+\ln\ln\frac4t+\dots
\label{lambert}
\end{equation}
The expansion follows by iterating $y=\ln(4/t)+\ln(1+y)$. Differentiating the same relation,
\begin{equation}
\frac{dN}{d\ln(1/t)}=l_0\left(1+\frac{l_0}{N}\right),
\label{slope}
\end{equation}
so the gain per decade of $t$ tends to $l_0\ln10$ from above.

\section{Two layers that slide}

Let both layers deform, with spring constants $K_1,K_2$, bond extensions $p,q$ and natural extensions $\delta_1,\delta_2$. The potential depends on the relative displacement $u$, with $u'=p-q$, and $\delta=\delta_1-\delta_2$. At fixed $u'$, minimising over the common extension gives $K_1(p-\delta_1)+K_2(q-\delta_2)=0$, which says that the pair carries no net tension. Hence
\begin{equation}
p-\delta_1=\frac{K_2(u'-\delta)}{K_1+K_2},\qquad
q-\delta_2=-\frac{K_1(u'-\delta)}{K_1+K_2},
\end{equation}
and the elastic energy is $\tfrac12K(u'-\delta)^2$ with $K=K_1K_2/(K_1+K_2)$. The results above then carry over to leading order in the misfit. The lower layer must extend past the ends of the film. Otherwise each soliton would push one film atom per row off its edge, at a cost in adhesion that is not included here.

\section{Worked example: two quintuple layers}

Take a Bi$_2$Te$_3$ quintuple layer of period $0.438$ nm on a second quintuple layer of period $0.423$ nm, as in an alloy of the same family. Both lie flat on a weakly bound support over which they slide. The inputs are rough: stretching stiffness $440$ eV/nm$^2$ per layer, hence $C=220$ eV/nm$^2$ for the pair, and corrugation $w=0.30$ eV/nm$^2$. One set of parallel lines is treated, and misfit across the rows is taken to be absent.

The mean period is $a=0.4305$ nm, $\delta=0.0150$ nm, and the misfit is $\delta/a=3.484\,\%$. An atomic row of width $h=0.3728$ nm has area $ah$ per atom and strain $u'/a$, so
\begin{align}
K&=\frac{Ch}{a}=\frac{220\times0.3728}{0.4305}=190.5\ \text{eV/nm}^2,\\
W&=wah=0.30\times0.4305\times0.3728=0.04815\ \text{eV}.
\end{align}
Then $l_0=6.095$ atoms, or $2.624$ nm, and $E_s=4Wl_0=1.174$ eV per row. The line energy is $\Sigma=E_s/h=3.149$ eV/nm. The threshold misfit is $\delta_c/a=3.325\,\%$, so $t=0.0480$.

Equation (\ref{lambert}) gives $N/l_0=6.427$. Indeed $4\times7.427\,e^{-6.427}=0.048$. The spacing is
\begin{equation}
L=Na=6.427\times2.624\ \text{nm}=16.9\ \text{nm}.
\end{equation}
Lengths along the row are measured in the commensurate reference, to within about one period. The elliptic formula and a relaxed discrete chain both give $16.8$ nm. The term $l_0\ln(4/t)$ alone gives $11.6$ nm, and adding the double logarithm gives $15.5$ nm, so the expansion converges slowly here and the Lambert form is needed. Two undeformed layers would show a moir\'e period of $12.4$ nm.

For other values of $t$, set by changing $\delta$ alone, the spacing is given below. For the discrete chain, $t$ is measured from the chain's own threshold, which lies $0.04\,\%$ below $\delta_c$:
\begin{center}
\begin{tabular}{ccc}
$t$ & law (nm) & discrete chain (nm)\\
$10^{-1}$ & 14.62 & 14.49\\
$10^{-2}$ & 21.55 & 21.56\\
$10^{-3}$ & 28.23 & 28.26\\
$10^{-4}$ & 34.78 & 34.82
\end{tabular}
\end{center}
The last two steps of the law are $6.68$ and $6.55$ nm per decade. They approach $l_0\ln10=6.04$ nm from above, as (\ref{slope}) requires.

\section{Entry of solitons at an end}

The misfit term acts at the ends alone, so the net number of solitons can change only there. Forming a soliton and an antisoliton inside the row costs about $2E_s$, far more than the entry barrier found below. Hold the right end at displacement $u_e$ and let the rest relax with $\varepsilon=0$. The energy is
\begin{equation}
E(u_e)=\sqrt{2KW}\int_0^{u_e}\sin\frac{\pi u}{a}\,du-K\delta u_e .
\end{equation}
It is stationary at $\sin(\pi u_e/a)=\delta\sqrt{K/2W}=2\delta/(\pi\delta_c)$. With $\vartheta$ the acute angle having this sine, the minimum is at $u_e=a\vartheta/\pi$ and the maximum at $a-a\vartheta/\pi$. Their difference is
\begin{equation}
\Delta E=E_s\left[\cos\vartheta-\frac{\delta}{\delta_c}\left(1-\frac{2\vartheta}{\pi}\right)\right].
\end{equation}
It vanishes at $\delta=\pi\delta_c/2$, here a misfit of $5.22\,\%$. Between $\delta_c$ and this value the commensurate state is metastable. In the example $\Delta E=0.216$ eV per row, about $4.6\,k_BT$ at $550$ K. A straight line entering along many rows at once pays this for each row. Entry through a local bulge is not computed. A growing layer may thus stay commensurate above threshold, and (\ref{law}) describes equilibrium.

\section{Where the logarithm fails}

\subsection{Wandering lines}

In a film, solitons are lines. Tilt a line by slope $s$, so that $u$ depends on $x-sy$. The shear stiffness $\mu$ then changes $C$ to $C+\mu s^2$. As $\Sigma\propto\sqrt C$, the energy per length in $y$ is $\Sigma(1+\mu s^2/2C)$, and the line stiffness is $\Gamma=\mu\Sigma/C=1.07$ eV/nm, with $\mu=75$ eV/nm$^2$ for the pair. This holds the displacement along the row. Displacement across the row would lower $\Gamma$. For an isotropic layer pinned as stiffly across the row as along it, $\Gamma$ falls to about $0.74$ eV/nm. It vanishes if the cross pinning is about six times weaker, and straight lines are then unstable to tilting. $U_T$ below varies as $1/\Gamma$.

Summing over line shapes is a diffusion problem in which $y$ acts as imaginary time. The free energy per length is the lowest eigenvalue of $-[(k_BT)^2/2\Gamma]\,\partial_x^2$. Lines that cannot cross, and are too far apart to feel any other force, behave as free fermions in one dimension. At density $1/L$ they fill wave numbers up to $\pi/L$, with mean square $\pi^2/(3L^2)$. The repulsion per line is therefore
\begin{equation}
U_T=\frac{\pi^2(k_BT)^2}{6\Gamma L^2}.
\end{equation}
Any repulsion $B/L^2$ adds $U-L\,dU/dL=3B/L^2$ to the equilibrium condition. Where it dominates,
\begin{equation}
t\,\Sigma=\frac{3B}{L^2}\quad\Longrightarrow\quad L=\sqrt{\frac{3B}{\Sigma t}} .
\label{power}
\end{equation}
At closer spacing the exponential repulsion $U_e=4\Sigma e^{-L/\ell}$, with $\ell=l_0a$, cages each line between its neighbours, and $U_T$ is far too small. For small displacements the lines act as a chain with spring constant $U_e''=U_e/\ell^2$. In the diffusion problem its modes have frequencies $\omega_q=2\sqrt{U_e''/\Gamma}\,|\sin(q/2)|$, and each adds $k_BT\omega_q/2$. Since $|\sin(q/2)|$ averages to $2/\pi$, the cost per line is
\begin{equation}
U_h=\frac{2k_BT}{\pi\ell}\sqrt{\frac{U_e}{\Gamma}} .
\end{equation}
At $550$ K and $L=16.9$ nm this is $1.6\times10^{-3}$ eV/nm, against $U_e=2.0\times10^{-2}$ eV/nm. Its share of the equilibrium condition, $U_h(1+L/2\ell)$, is about $4\,\%$ of $t\Sigma$ and widens the spacing by only about $0.1$ nm. But $U_h$ decays half as fast as $U_e$, and the two contributions become equal near $33$ nm. Using $U_T$ there instead would put the crossover at $46.5$ nm, which is too far. The crossover near $33$ nm lies at $t\approx3\times10^{-4}$, so at $550$ K the last row of the table is already past it. The $1/L^2$ form is reached only at much larger spacing. Far apart, the exponential tail acts as a hard core of length $\ell\,[\ln(4\Sigma\Gamma\ell^2/(k_BT)^2)+2\gamma]\approx31$ nm, with $\gamma$ Euler's constant, and $L$ in $U_T$ is replaced by $L$ minus this length. The contribution to the equilibrium condition still exceeds $3U_T$ by about $30\,\%$ at $300$ nm.

\subsection{A thick crystal underneath}

Now let the lower layer be the surface of a thick crystal filling $z>0$, with plane-strain modulus $E'$. The stress function $Bze^{-qz}\cos qx$ gives, at $z=0$, no normal traction, an applied tangential traction $p=-qB\sin qx$, and $\sigma_{xx}=-2qB\cos qx$. Integrating $\sigma_{xx}/E'$ gives the displacement $-2B\sin qx/E'=2p/(qE')$.

A soliton changes the film stress locally. The traction is the gradient of that stress, so its total is zero and its dipole is $P=C_1a$, with $C_1$ the stiffness of the single film layer. Let $S(q)$ be the Fourier transform of the stress change, with $S(0)=P$. The film also follows the displacement of the crystal surface. Its resistance to that added strain is neglected here, which does not alter the leading term at large $L$. The relaxation energy is then $-\frac12\int pu\,dx$. For fixed soliton shape this is, per line,
\begin{equation}
U=-\frac{2}{E'L}\sum_{m\ge1}qS(q)^2,\qquad q=\frac{2\pi m}{L}.
\end{equation}
By the Euler--Maclaurin formula, the sum times the step $2\pi/L$ is the integral minus $(2\pi/L)^2P^2/12$ at leading order. The integral belongs to isolated lines. The remainder is a repulsion
\begin{equation}
U_{\rm el}=\frac{\pi P^2}{3E'L^2}.
\end{equation}
With $E'=330$ eV/nm$^3$ and the soliton width held at $2.624$ nm, the full sum at $L=16.9$ nm gives about $0.5$ eV/nm, some $25$ times the exponential repulsion. At this spacing the film's resistance is not small. It divides each term by $1+2qC_1/E'$, about $2$ for $m=1$, and lowers the result to about $0.4$ eV/nm, some $20$ times. To see the effect on the spacing, hold $\Sigma$ and $t$ fixed and use (\ref{power}) with $3B=\pi P^2/E'$ and $P=440\times0.4305=189$ eV/nm. The result is $L\approx48$ nm instead of $17$ nm. A thick crystal also changes $\Sigma$ and the threshold, so this is an estimate of size. It shows that the logarithmic law needs a rigid substrate or, as here, thin layers that slide.

\section{The example beside the real material}

The periods and stiffnesses are in the range expected for this family of layered tellurides and selenides. The corrugation is the least certain input, and the result is sensitive to it: a value of $0.33$ instead of $0.30$ eV/nm$^2$ would lock the layers. The value used is also soft for this family. Its trough curvature $2\pi^2w/a^2=32$ eV/nm$^4$ corresponds to a shear modulus of about $5$ GPa across a $1$ nm layer, against a measured $c_{44}$ of roughly $27$ GPa for Bi$_2$Te$_3$. A single cosine matched to that modulus would have $w\approx1.6$ eV/nm$^2$ and a threshold near $7.6\,\%$, and the layers of the example would be locked. Using the lower period instead of the mean for $a$, in both the misfit and the width $\ell$, moves the spacing from the law to $15.6$ nm, and using the upper period moves it to $18.6$ nm. Thermal vibration averages the cosine potential. In a classical harmonic estimate at $550$ K this lowers the corrugation by $2\,\%$, raises $t$ to $0.059$, widens the soliton by $1\,\%$ and reduces the spacing from the law to $16.4$ nm. Discreteness lowers $E_s$ by only $0.04\,\%$.

The pair must also be held flat. If free to curl, two equal layers of unit thickness with misfit $f$ have, per unit modulus, the energy $\int_0^1(\kappa z-f/2)^2dz=\kappa^2/3-\kappa f/2+f^2/4$ at curvature $\kappa$. Its minimum, at $\kappa=3f/4$, is $f^2/16$, so curling relieves $75\,\%$ of the misfit energy, here $0.10$ eV/nm$^2$. Adhesion to the support has to exceed this.

Films grown on thick crystals break the assumption that matters most, with the consequence estimated above. A hexagonal interface with equal misfit in two directions also allows several families of lines, their crossings, and splitting into partial lines. These are left out, and their effect on the spacing is not estimated.

The example also leaves out misfit across the rows, which real layers with these periods have. If that misfit is equal and stays locked, its stress adds to the drive through the Poisson effect. The drive grows by the factor $1+\lambda/C=1.32$, with $\lambda=C-2\mu=70$ eV/nm$^2$ for an elastically isotropic layer. Then $t$ rises to about $0.38$ and the spacing of a single set of lines falls to about $10$ nm. The value $16.9$ nm therefore illustrates the law and is not a prediction for a real bilayer. Most of the other values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
upper, lower layer period: 0.438, 0.423 nm
mean period a: 0.4305 nm; delta: 0.0150 nm
layer stretch, shear stiffness: 440, 150 eV/nm^2
reduced stretch stiffness: 220 eV/nm^2
corrugation: 0.30 eV/nm^2; row width: 0.3728 nm
K per row: 190.5 eV/nm^2; W per atom: 0.04815 eV
soliton width l0: 6.095 sites = 2.624 nm
soliton energy Es: 1.1739 eV per row
line energy: 3.149 eV/nm
misfit: 3.484 %; threshold: 3.325 %
relative excess t: 0.0480
N/l0 from law: 6.427; N: 39.18 atoms
spacing, asymptotic law: 16.87 nm
spacing, elliptic formula: 16.78 nm
spacing, discrete chain: 16.79 nm
spacing, l0*ln(4/t) alone: 11.60 nm
spacing of unrelaxed moire a/misfit: 12.36 nm
excess t | law (nm) | discrete chain (nm)
1e-01 | 14.62 | 14.49
1e-02 | 21.55 | 21.56
1e-03 | 28.23 | 28.26
1e-04 | 34.78 | 34.82
l0*ln(10): 6.04 nm per decade
discreteness lowers Es by: 0.0375 %
metastable limit of misfit: 5.22 %
end barrier, formula: 0.2162 eV per row
end barrier, discrete chain: 0.2164 eV per row
temperature: 550 K; kT: 0.0474 eV
thermal cut of corrugation: 2.04 %
excess t with that cut: 0.0589
spacing with that cut: 16.25 nm
line stiffness: 1.073 eV/nm
exponential repulsion per line: 2.036e-02 eV/nm
wandering repulsion per line: 1.210e-05 eV/nm
wandering takes over at: 46.5 nm, t = 1.5e-06
thick-crystal modulus: 330 eV/nm^3
thick-crystal repulsion per line: 5.099e-01 eV/nm
thick-crystal / exponential: 25.0
curling would relieve: 75 % of misfit energy
energy relieved by curling: 0.1002 eV/nm^2
corrugation that locks layers: 0.3295 eV/nm^2
t with misfit per lower period: 0.0666
spacing for that t: 15.87 nm
\end{verbatim}
